# How Rare Plasma Damage and Island Growth End Area Selectivity

**Q.** I deposit a film by plasma-assisted atomic layer deposition next to a surface blocked by an inhibitor, which I re-dose every cycle. For many cycles the blocked surface looks clean. Then a film appears there and selectivity falls quickly, although most of the inhibitor seems intact. How can a nearly complete inhibitor layer fail?

**A.** It need not fail everywhere. A few molecules are lost at random places, a few of those openings catch precursor, and each nucleus then grows whether or not the inhibitor around it survives. Other routes to failure exist, so let me first see what this one predicts.

I take \(N_s\) inhibitor sites per area and three steps per cycle. Re-dosing heals an open site with probability \(r\). The precursor then nucleates a site that is still open with probability \(q\). Finally the plasma opens a blocked site with probability \(d\). Sites act independently, and healing cannot remove a nucleus.

**Q.** What fixes \(d\)? My plasma is the same over the whole wafer.

**A.** The average flux is uniform, but the impacts are not. Let an ion remove a molecule if it lands within an effective area \(\sigma\) around it. One ion falling at random on a large area \(A\) misses that target with probability \(1-\sigma/A\). With fluence \(\Phi\) per cycle there are \(\Phi A\) ions, so the molecule survives with probability

\[
\left(1-\frac{\sigma}{A}\right)^{\Phi A}\to e^{-\sigma\Phi},\qquad d=1-e^{-\sigma\Phi}.
\]

As rough inputs, take an ion flux of 0.1 nm⁻² s⁻¹ for 5 s and \(\sigma=0.01\) nm². Then \(\sigma\Phi=0.01\times0.1\times5=0.005\) and \(d=0.00499\). One molecule in two hundred is lost per cycle.

**Q.** But I repair the layer before the next precursor pulse. Does that not reset the damage?

**A.** It resets most of it. Let \(b_n\), \(o_n\) and \(P_n\) be the blocked, open and nucleated fractions after cycle \(n\), with \(b_n+o_n+P_n=1\) and \(o_0=P_0=0\). For now I ignore the area that islands overgrow.

In cycle \(n\), re-dosing leaves \((1-r)o_{n-1}\) open and \(b_{n-1}+r\,o_{n-1}\) blocked. The precursor nucleates a fraction \(q\) of the open sites. The plasma opens a fraction \(d\) of the blocked ones. Hence

\[
o_n=(1-q)(1-r)o_{n-1}+d\,(b_{n-1}+r\,o_{n-1}).
\]

Since \(b_{n-1}=1-P_{n-1}-o_{n-1}\), the last bracket equals \(1-P_{n-1}-(1-r)o_{n-1}\), and

\[
o_n=d(1-P_{n-1})+\lambda o_{n-1},\qquad \lambda=(1-r)(1-q-d).
\]

While few sites have nucleated I drop \(P_{n-1}\). Starting from \(o_0=0\), repeated substitution gives a geometric sum:

\[
o_n\simeq d\,(1+\lambda+\dots+\lambda^{n-1})=d\,\frac{1-\lambda^n}{1-\lambda}.
\]

The number of nuclei born per area in cycle \(n\) is therefore

\[
J_n=N_s\,q(1-r)\,o_{n-1}.
\]

Take \(N_s=3\) nm⁻², \(q=0.01\) and \(r=0.9\). Then \(\lambda=0.0985\), and the open fraction settles within a few cycles at \(0.00499/0.9015=0.0055\). Births settle at

\[
J=\frac{N_s\,q(1-r)d}{1-\lambda}
=\frac{3\times0.01\times0.1\times0.00499}{0.9015}
=1.66\times10^{-5}\ \text{nm}^{-2}\text{ per cycle}.
\]

After re-dosing, only about 0.055 % of the sites outside the islands are open. A measurement of inhibitor coverage there would find an almost perfect layer, yet births continue every cycle.

**Q.** Suppose I dose the inhibitor once and never repair it.

**A.** Then \(r=0\), \(\lambda=1-q-d=0.985\), and openings accumulate. For \(n\) much smaller than \(1/(q+d)\approx67\) cycles, \(\lambda^n\simeq1-n(1-\lambda)\), so \(o_n\simeq dn\). Births rise in proportion to time:

\[
J_n\simeq N_s\,q\,d\,n ,
\]

where I have replaced \(n-1\) by \(n\). Re-dosing thus changes a rising birth rate into a small steady one. It does not bring the rate to zero unless \(r=1\).

**Q.** Those densities are tiny. How do they become a film?

**A.** By growth of the islands. Deposited material is itself a growth surface. I assume that the inhibitor does not stick to it and that it grows by \(G\) per cycle along its local normal. A nucleus of negligible starting size, born in cycle \(j\), is then a hemisphere of radius \(R_j=G(n-j)\) after cycle \(n\).

A point on the surface is bare if no nucleus of any age lies close enough to cover it. Nuclei born in cycle \(j\) are scattered at random and sparse, so the chance that none lies within \(R_j\) is \(\exp(-J_j\pi R_j^2)\). Multiplying over all birth cycles gives the covered fraction

\[
\theta=1-e^{-X},\qquad X=\pi G^2\sum_{j=1}^{n}J_j\,(n-j)^2 .
\]

**Q.** You have counted births on sites that are already buried under islands.

**A.** I have, and it does no harm. Suppose an imagined nucleus 2 is born in cycle \(j_2\) inside island 1, which was born in cycle \(j_1\). Their centres are then at most \(G(j_2-j_1)\) apart. By the triangle inequality, any point of the imagined island lies within

\[
G(n-j_2)+G(j_2-j_1)=G(n-j_1)
\]

of centre 1, and so inside the real island. The imagined nucleus never adds material. Equal growth speed in all directions and for all islands, as assumed here, is sufficient for this.

The same argument works at height \(z\), where a hemisphere has a cross-section \(\pi(R_j^2-z^2)\) if \(z<R_j\) and none otherwise. Adding the filled fractions of all heights gives the mean thickness

\[
h=\int_0^{Gn}\left[1-e^{-X(z)}\right]dz,\qquad
X(z)=\pi\sum_{j:\,R_j>z}J_j\,(R_j^2-z^2).
\]

**Q.** Can I see from this why the onset looks like a delay?

**A.** Yes, while islands rarely overlap and \(n\) is large enough to replace sums by integrals. For steady births,

\[
X\simeq\pi G^2J\int_0^n(n-s)^2ds=\frac{\pi}{3}JG^2n^3 .
\]

For the mean thickness, \(1-e^{-X(z)}\simeq X(z)\), and the integral over height gives the volume of each hemisphere, \(2\pi R^3/3\):

\[
h\simeq\frac{2\pi}{3}G^3J\int_0^n(n-s)^3ds=\frac{\pi}{6}JG^3n^4,
\qquad \frac{h}{Gn}\simeq\frac{\pi}{6}JG^2n^3 .
\]

Without re-dosing the birth rate carries one more factor of time:

\[
\int_0^n s(n-s)^2ds=n^4\left(\frac12-\frac23+\frac14\right)=\frac{n^4}{12},
\]

\[
\int_0^n s(n-s)^3ds=\int_0^n(n-u)u^3du=n^5\left(\frac14-\frac15\right)=\frac{n^5}{20}.
\]

So

\[
X\simeq\frac{\pi}{12}N_sqd\,G^2n^4,\qquad
\frac{h}{Gn}\simeq\frac{\pi}{30}N_sqd\,G^2n^4 .
\]

There is no threshold at which the inhibitor gives way. A cubic or quartic law with a small prefactor stays below a detection limit for a long time and then rises steeply. Two powers of time in \(X\) come from the growing island area, one from the continued supply of nuclei, and a fourth, without repair, from the accumulation of openings.

**Q.** Put numbers on it, with 0.05 nm per cycle.

**A.** I define selectivity by comparing \(h\) with the thickness \(Gn\) on the growth area, assuming no nucleation delay there:

\[
S=\frac{Gn-h}{Gn+h}.
\]

With re-dosing, the full balance and the overlap formulas give:

| Cycles | Covered fraction | \(h\) (nm) | \(S\) |
|---|---|---|---|
| 50 | 0.005 | 0.006 | 0.995 |
| 100 | 0.041 | 0.10 | 0.961 |
| 150 | 0.132 | 0.50 | 0.875 |
| 200 | 0.288 | 1.49 | 0.741 |

Now keep the same births but forbid growth, so that each nucleus occupies one site. After 200 cycles the covered fraction would be 0.0011 instead of 0.288. Growth multiplies the coverage by about 260. In this model damage seeds the loss, and island growth supplies nearly all of the covered area.

Without re-dosing and with everything else fixed, \(S\) is already 0.860 after 40 cycles and 0.547 after 60.

**Q.** Did you check the overlap argument on individual sites?

**A.** Yes. A simulation followed sites on a square about 1000 nm wide, refused births under existing islands and measured the union of the hemispheres. With re-dosing, after 200 cycles, it gave a coverage of 0.304 against the calculated 0.288. In terms of \(X=-\ln(1-\theta)\) the excess is 7 % of the calculated value.

For about 3300 nuclei with evenly spread ages, the relative sampling error of \(X\) is about \(\sqrt{\langle R^4\rangle/(\langle R^2\rangle^2N)}=\sqrt{(9/5)/3300}=2.3\,\%\). This estimate ignores overlap between islands, which widens the spread somewhat, so the excess is at most about three standard errors. That is large for a single run, but it fits a chance surplus of old nuclei. The pad count below, from the same run, is 0.543 against 0.518, which corresponds to about 7 % more nuclei in the first 50 cycles, and those nuclei supply \(1-(150/200)^3=58\,\%\) of \(X\) at cycle 200. The run without re-dosing used a smaller square, about 260 nm wide. After 40 cycles it gave 0.185 against the calculated 0.184, which agrees within the sampling error of about 2 %. The simulated growth exponents of \(X\) were 3.10 with re-dosing and 4.06 without, near the predicted three and four. The second agreement is partly a cancellation: counting in whole cycles raises the exponent, while the saturation of openings lowers it, and at later cycles it falls below four.

**Q.** My obvious remedy is a gentler plasma. If I cut the damage tenfold, do I get ten times as many cycles?

**A.** No. Take \(S=0.9\) as the limit. Solving the definition for the thickness ratio gives

\[
\frac{h}{Gn}=\frac{1-S}{1+S}=\frac{0.1}{1.9}=0.0526 .
\]

The early law with re-dosing then yields

\[
n=\left(\frac{6\times0.0526}{\pi JG^2}\right)^{1/3}
=\left(\frac{0.316}{\pi\times1.66\times10^{-5}\times0.0025}\right)^{1/3}\approx134 .
\]

The full calculation gives 139 cycles, or 6.95 nm on the growth area. It is later because overlap reduces \(h\) and because the process advances in whole cycles, with the first births only in cycle 2; the early law ignores both.

Since \(J\) is nearly proportional to \(d\) here, the usable number of cycles scales as \(d^{-1/3}\). Without re-dosing the quartic law gives \(d^{-1/4}\). With \(q\), \(r\) and \(G\) held fixed, a tenfold lower ion dose changes the limit as follows:

- With re-dosing, from 139 to 296 cycles, a factor of 2.13; the law gives \(10^{1/3}=2.15\).
- Without re-dosing, from 37 to 65 cycles, a factor of 1.76; the law gives \(10^{1/4}=1.78\). These cycle numbers are not small against \(1/(q+d)\), and births there lie about a quarter below the linear law. The quartic law itself gives 34 and 60 cycles, so only the ratio is well reproduced.

The site simulation at the lower dose, with re-dosing, gave \(S=0.900\) at cycle 296, with a sampling error of about 0.007. The weak response has a simple origin: fewer nuclei are offset by a modest extra time for each to grow. Better healing obeys the same cube root. For small \(q\) and \(d\), \(1-\lambda\simeq r\) and \(J\simeq N_sqd(1-r)/r\), so halving an already small \(1-r\) gains only a factor of about \(2^{1/3}=1.26\) in cycles.

**Q.** At 50 cycles you have \(S=0.995\). Surely that is safe for a device.

**A.** Not if a single nucleus born on a pad spoils it. I leave out islands that grow in from outside, which can only add to the risk. A pad of area \(A\) has \(N_sA\) independent sites, each nucleated by then with probability \(P\), so

\[
p_{\text{island}}=1-(1-P)^{N_sA}.
\]

A 30 nm square pad has \(3\times900=2700\) sites and, after 50 cycles, 0.73 nuclei on average. Hence \(P=0.73/2700=2.7\times10^{-4}\) and \(p_{\text{island}}=0.52\). The simulation found 0.54 over 1089 pads, where the sampling error is 0.015. Half of the pads carry a nucleus while the average selectivity is above 0.99. The average measures the amount of material; the pad count measures where chance has put it.

**Q.** How would I know that plasma damage is the cause in my own process?

**A.** The growth exponent alone will not tell you. Defects that all nucleate at the start, with density \(N_0\), have equal ages and give \(X=\pi G^2N_0n^2\). But slow adsorption on intact inhibitor supplies steady births and gives \(n^3\), just like damage with re-dosing.

The plasma dose separates these two as long as the exposure \(\sigma\Phi\) is well below one; once the plasma removes most of the inhibitor in each cycle, \(d\) saturates near one and stops responding to the dose. In this model \(J\) follows \(d\) for damage and is independent of it for adsorption on intact inhibitor. The comparison requires \(q\), \(r\) and \(G\) to stay fixed. Measuring the growth per cycle again at each plasma dose checks only \(G\). If a higher dose also hinders re-adsorption of the inhibitor, \(J\) changes through \(r\): since \(J\) is nearly proportional to \((1-r)/r\), a fall from \(r=0.9\) to 0.8 more than doubles it at the same \(d\). A response to the dose therefore points to the plasma, but does not by itself prove that the plasma acts by removing inhibitor.

**Q.** How close are your numbers to a real process?

**A.** They are rough values meant for the regime of titanium nitride deposited with a hydrogen-containing plasma near 500 K, beside a metal blocked by a small aromatic inhibitor. They are not measurements, and the least certain is the damage. My \(\sigma\) is only 3 % of the 0.33 nm² that one molecule occupies, which is a gentle choice. If every ion landing on a molecule removed it, \(\sigma\Phi\) would be 0.167 and \(d\) about 0.15, some 31 times larger. The cube-root law would then cut 139 cycles to about 44.

Hydrogen atoms may matter as much. At a rough partial pressure of 1 mTorr and 500 K, their flux is \(1.56\times10^4\) nm⁻² s⁻¹, or \(7.8\times10^4\) hits per nm² in 5 s. The ions remove about \(0.005\times3=0.015\) molecules per nm² per cycle. The atoms would match this with a removal probability of only \(1.9\times10^{-7}\) per hit. Unless the true probability is well below that, their exposure must be added to \(\sigma\Phi\). At \(10^{-4}\) per hit it would be \(10^{-4}\times7.8\times10^4/3=2.6\), giving \(d\approx0.93\). A hydrogen-containing plasma may therefore strip most of a small organic inhibitor in every cycle. Selectivity then rests on the re-dosing alone, \(J\simeq N_sq(1-r)\), and neither the cube-root response to dose nor the dose test above applies. My numbers describe only a process in which damage per cycle is rare.

**Q.** And the other things you left out?

**A.** Three can be sized for the same example with re-dosing:

- **Starting size.** A newborn nucleus of radius 0.2 nm raises the coverage by 27 % at 50 cycles and by 5 % at 200, relative to the values above. The limit \(S=0.9\) moves from 139 to 133 cycles.
- **Thermal loss.** With a rough desorption energy of 1.8 eV, an attempt frequency of \(10^{13}\) s⁻¹ and 20 s per cycle at 500 K, the loss is \(1.44\times10^{-4}\) per cycle, or 3 % of \(d\). Births rise by only this 3 % if the molecules leave after the precursor pulse, because re-dosing then heals most of the openings. Molecules that leave between re-dosing and the precursor pulse are not replaced in time. If all the loss fell there, births would rise by about \(1.44\times10^{-4}/[(1-r)d]=29\,\%\). The loss depends exponentially on the ratio of energy to temperature, so a hotter process or a weaker bond can make it much larger.
- **Rim overgrowth.** If a 30 nm pad lies flush with growth areas on all sides, their film creeps inward by 2.5 nm in 50 cycles and covers \(1-(25/30)^2=31\,\%\) of the pad. This needs no damage at all and far exceeds the 0.5 % covered by islands.

The island formulas therefore describe a wide blocked area, or the interior of a pad away from its rim. On a small flush pad, even a perfect inhibitor would not stop the film from entering at the edges. The numerical output below gives the remaining values.

## Computed values

```
inhibitor sites: 3.0 nm^-2; growth: 0.05 nm/cycle
ion flux: 0.10 nm^-2 s^-1; plasma time: 5 s
damage cross-section: 0.010 nm^2
nucleation probability q: 0.010; healing r: 0.90
damage probability per cycle d: 0.004988
memory factor lambda, r=0.9: 0.09850
memory factor lambda, r=0: 0.98501
steady birth rate, r=0.9: 1.660e-05 nm^-2 per cycle
disc test: hit fraction 0.3283, law 0.3297
r=0.9: cycles, growth-area nm, coverage, mean nm, S
    50   2.50 0.00491 0.00595 0.99525
   100   5.00 0.04054 0.10025 0.96069
   150   7.50 0.13234 0.49993 0.87502
   200  10.00 0.28766 1.48893 0.74081
r=0.0: cycles, growth-area nm, coverage, mean nm, S
    20   1.00 0.01204 0.00462 0.99081
    40   2.00 0.18392 0.15035 0.86016
    60   3.00 0.63408 0.87743 0.54742
    80   4.00 0.95283 2.16287 0.29810
r=0.9, simulation at 200 cycles:
  coverage: simulated 0.3040, calculated 0.2877
  mean nm: simulated 1.5725, calculated 1.4889
  exponent of X, 100 to 200 cycles: 3.10
r=0.0, simulation at 40 cycles:
  coverage: simulated 0.1849, calculated 0.1839
  mean nm: simulated 0.1515, calculated 0.1504
  exponent of X, 20 to 40 cycles: 4.06
r=0.9, 200 cycles, coverage if nuclei stayed one site large: 0.00110
first cycle with S<0.9, r=0.9, dose/1: 139 (6.95 nm)
first cycle with S<0.9, r=0.9, dose/10: 296 (14.80 nm)
first cycle with S<0.9, r=0.0, dose/1: 37 (1.85 nm)
first cycle with S<0.9, r=0.0, dose/10: 65 (3.25 nm)
gain from tenfold lower dose, r=0.9: 2.129; 10^(1/3) = 2.154
gain from tenfold lower dose, r=0: 1.757; 10^(1/4) = 1.778
simulated S at 296 cycles, r=0.9, dose/10: 0.8996
pad side: 30 nm; mean nuclei per pad, r=0.9, 50 cycles: 0.730
pads with a nucleus: calculated 0.518, simulated 0.543
neglected: rim overgrowth of flush pad, 50 cycles: 0.306 of area
neglected: start radius 0.2 nm, coverage factor at 50 cycles: 1.268
neglected: start radius 0.2 nm, coverage factor at 200 cycles: 1.051
first cycle with S<0.9 with that start radius, r=0.9: 133
thermal inputs: 1.8 eV, 1e+13 s^-1, 20 s/cycle, 500 K
neglected: thermal loss per cycle 1.44e-04, relative to d 0.029
atomic H at 1.0 mTorr: flux 1.565e+04 nm^-2 s^-1
neglected: H removal probability per hit equal to ions: 1.92e-07
```
